**Rayleigh-series threshold for a perfectly conducting sinusoidal grating**

For the surface $y=a\cos Kx$ with the electric field parallel to the grooves, the program tests the singularity height $Ky_s=\sqrt{1+g^2}-\operatorname{arsinh}(1/g)$, where $g=Ka$. Setting $y_s=-a$ gives the critical value $g_c=0.4477$. An extinction integral equation supplies the surface density and the diffraction amplitudes $R_n$ without using the Rayleigh hypothesis. Their decay rates at $g=0.440$ and $0.456$ give an interpolated threshold of 0.4478. The program asserts the large-order law with its prefactor at normal and oblique incidence, and also for a profile with a 5% second harmonic. It further asserts the reflected-strip condition at sampled points, the complex continuation formula, the quasistatic saddle density and energy conservation. For a 500 nm period and 365 nm light, the output shows the series converging on the surface at $a=25$ nm and diverging in the lower groove at $a=50$ nm. Rough estimates for aluminium show the size of the finite-conductivity and oxide effects that the model leaves out.

## Numerical verification

```python
"""
Rayleigh hypothesis for a perfectly conducting sinusoidal grating, E parallel to grooves.
Result under test: for the surface y = a cos(Kx), g = K a, the scattered field continued
downward has its highest singularity at K*y_s = sqrt(1+g^2) - arsinh(1/g), under the crests.
The plane-wave (Rayleigh) series converges only above y_s, so it fails in the grooves when
y_s > -a, that is for g > g_c with g_c + sqrt(1+g_c^2) = arsinh(1/g_c).
Inside the program lengths are in units of 1/K (period 2 pi).  Symbols:
 k wavenumber, alpha incident x-wavenumber, phi = u_y - f' u_x on the surface (u total field),
 R_n amplitude of order n, t saddle depth, harm = relative second harmonic of the profile.
The amplitudes come from an extinction integral equation that never uses the Rayleigh
hypothesis; the periodic Green function is summed by Ewald's method.
"""
import numpy as np
from math import factorial
from scipy.special import erfc, expn, jv
from scipy.optimize import brentq

TWO_PI = 2 * np.pi


def profile(x, g, harm=0.0):
    return g * (np.cos(x) + harm * np.cos(2 * x))


def beta(n, k, alpha):
    return np.sqrt(complex(k**2 - (alpha + n)**2, 0.0))


def green(X, Y, k, alpha):
    """Quasi-periodic Green function, (Laplacian + k^2) G = -delta, Ewald split at E = 1."""
    X, Y = np.broadcast_arrays(np.asarray(X, float), np.asarray(Y, float))
    cell = np.round(X / TWO_PI)
    X = X - TWO_PI * cell
    total = np.zeros(X.shape, complex)
    for n in range(-14, 15):
        gam = -1j * beta(n, k, alpha)
        pair = (np.exp(gam * Y) * erfc(gam / 2 + Y)
                + np.exp(-gam * Y) * erfc(gam / 2 - Y))
        total += np.exp(1j * (alpha + n) * X) * pair / (4 * gam * TWO_PI)
    for m in (-1, 0, 1):
        r2 = (X - TWO_PI * m)**2 + Y**2
        part = sum((k / 2)**(2 * j) / factorial(j) * expn(j + 1, r2) for j in range(15))
        total += np.exp(1j * alpha * TWO_PI * m) * part / (4 * np.pi)
    return total * np.exp(1j * alpha * TWO_PI * cell)


def saddle(g, harm=0.0):
    """Depth t, surface function there, singularity height, curvature of the exponent."""
    t = brentq(lambda v: g * (np.sinh(v) + 2 * harm * np.sinh(2 * v)) - 1, 1e-9, 10)
    f_s = g * (np.cosh(t) + harm * np.cosh(2 * t))
    return t, f_s, f_s - t, g * (np.cosh(t) + 4 * harm * np.cosh(2 * t))


class Grating:
    def __init__(self, g, k, alpha=0.0, harm=0.0, N=160, delta=0.2):
        self.g, self.k, self.alpha, self.harm, self.N = g, k, alpha, harm, N
        self.s = TWO_PI * np.arange(N) / N
        self.f = profile(self.s, g, harm)
        zeta = self.s - 1j * delta
        w = zeta + 1j * profile(zeta, g, harm)      # test points inside the metal
        A = green(w.real[:, None] - self.s, w.imag[:, None] - self.f, k, alpha)
        self.phi = np.linalg.solve(A * TWO_PI / N, self.incident(w.real, w.imag))
        p = self.phi * np.exp(-1j * alpha * self.s)
        self.modes = np.arange(-10, 11)
        self.c = np.array([np.mean(p * np.exp(-1j * m * self.s)) for m in self.modes])

    def incident(self, x, y):
        return np.exp(1j * self.alpha * x - 1j * beta(0, self.k, self.alpha) * y)

    def periodic_density(self, z):
        """phi * exp(-i alpha x), continued to complex x by its Fourier series."""
        z = np.asarray(z, complex)
        return np.exp(1j * z[..., None] * self.modes) @ self.c

    def R(self, n):
        b = beta(n, self.k, self.alpha)
        wave = np.exp(-1j * (self.alpha + n) * self.s - 1j * b * self.f)
        return -1j / (2 * b) * np.mean(self.phi * wave)

    def field(self, x, y):
        """True total field above the surface from the surface integral."""
        G = green(x - self.s, y - self.f, self.k, self.alpha)
        return self.incident(x, y) - TWO_PI / self.N * np.sum(G * self.phi)

    def series(self, x, y, nmax):
        """Incident wave plus truncated Rayleigh series."""
        u = self.incident(x, y)
        for n in range(-nmax, nmax + 1):
            u = u + self.R(n) * np.exp(1j * (self.alpha + n) * x
                                       + 1j * beta(n, self.k, self.alpha) * y)
        return u

    def boundary_error(self, nmax):
        return np.max(np.abs(self.series(self.s, self.f, nmax)))

    def efficiency(self, n):
        b0 = beta(0, self.k, self.alpha).real
        return abs(self.R(n))**2 * beta(n, self.k, self.alpha).real / b0

    def asymptotic(self, n, side=1):
        t, f_s, height, q = saddle(self.g, self.harm)
        p_s = self.periodic_density(-1j * side * t)
        return (-p_s / (4 * np.pi * n) * np.sqrt(TWO_PI / (n * q))
                * np.exp(side * self.alpha * f_s + n * height))

    def ratio_limit(self, side=1):
        """R_n / asymptotic law, extrapolated to 1/n = 0."""
        n = np.array([6, 9, 12, 15])
        r = np.array([self.R(side * int(j)) / self.asymptotic(int(j), side) for j in n])
        return np.linalg.solve(np.vander(1.0 / n).astype(complex), r)[-1]

    def measured_rate(self):
        """Exponential rate of |R_n| from the integral-equation amplitudes alone."""
        n = np.arange(6, 19)
        data = [np.log(abs(self.R(int(j)))) + 1.5 * np.log(j) for j in n]
        M = np.stack([n, np.ones(len(n)), 1 / n, 1 / n**2], axis=1)
        return np.linalg.lstsq(M, np.array(data), rcond=None)[0][0]


# ---- example inputs (engineering units) ----
period, wavelength = 500.0, 365.0                # nm
a_low, a_high = 25.0, 50.0                       # nm
K = TWO_PI / period                              # 1/nm
k = period / wavelength                          # wavenumber in units of K
k_nm = TWO_PI / wavelength

# ---- Green function against its plain plane-wave sum ----
X0, Y0, al0 = 0.7, 1.0, 0.3
plain = sum(1j / (2 * TWO_PI * beta(n, k, al0))
            * np.exp(1j * (al0 + n) * X0 + 1j * beta(n, k, al0) * Y0) for n in range(-45, 46))
assert abs(green(X0, Y0, k, al0) - plain) < 1e-11

# ---- reflected strip stays in the physical region (analyticity of the density) ----
for g_test, h_test in ((0.2, 0), (0.448, 0), (0.63, 0), (2.0, 0), (0.5, 0.05)):
    t_test = saddle(g_test, h_test)[0]
    xi = np.linspace(-np.pi, np.pi, 401)[:, None]
    eta = xi + 1j * t_test * np.linspace(0.02, 1, 50)[None, :]
    w = eta + 1j * profile(eta, g_test, h_test)
    assert np.min(w.imag - profile(w.real, g_test, h_test)) > 0

# ---- critical amplitude from the singularity height ----
g_c = brentq(lambda g: np.sqrt(1 + g * g) - np.arcsinh(1 / g) + g, 0.1, 1.0)
a_c = g_c / K

# ---- threshold measured from computed amplitudes only ----
g_pair = np.array([0.440, 0.456])
excess = np.array([Grating(g, k).measured_rate() + g for g in g_pair])
assert excess[0] < 0 < excess[1]
g_measured = g_pair[0] - excess[0] * (g_pair[1] - g_pair[0]) / (excess[1] - excess[0])
assert abs(g_measured - g_c) < 1e-3

# ---- the two example gratings ----
low, high = Grating(K * a_low, k), Grating(K * a_high, k)
for gr in (low, high):
    assert abs(sum(gr.efficiency(n) for n in (-1, 0, 1)) - 1) < 1e-9
    t_s, _, h_s, _ = saddle(gr.g)
    assert abs(h_s - (np.sqrt(1 + gr.g**2) - np.arcsinh(1 / gr.g))) < 1e-10
lim_low, lim_high = low.ratio_limit(), high.ratio_limit()
assert abs(lim_low - 1) < 0.02 and abs(lim_high - 1) < 0.02

# oblique incidence, both signs of n, and a profile with a second harmonic
oblique = Grating(K * a_high, k, alpha=k * np.sin(np.radians(20)))
lim_plus, lim_minus = oblique.ratio_limit(1), oblique.ratio_limit(-1)
assert abs(lim_plus - 1) < 0.02 and abs(lim_minus - 1) < 0.02
harm = 0.05
lim_harm = Grating(0.5, k, harm=harm).ratio_limit()
assert abs(lim_harm - 1) < 0.02

# ---- continuation formula: field from the density on a complex path ----
x0 = 1.0
y0 = profile(x0, oblique.g) + 0.3
z0 = x0 + 1j * y0
z1 = x0 + 0.3j
for _ in range(40):
    z1 -= (z1 + 1j * profile(z1, oblique.g) - z0) / (1 - 1j * oblique.g * np.sin(z1))
z2 = np.conj(z1)
nodes, weights = np.polynomial.legendre.leggauss(40)
path = (z1 + z2) / 2 + (z2 - z1) / 2 * nodes
prod = ((z0 - path - 1j * profile(path, oblique.g))
        * (np.conj(z0) - path + 1j * profile(path, oblique.g)))
density = oblique.periodic_density(path) * np.exp(1j * oblique.alpha * path)
u_path = 0.5j * (z2 - z1) / 2 * np.sum(weights * jv(0, k * np.sqrt(prod)) * density)
err_path = abs(u_path - oblique.field(x0, y0))
assert err_path < 1e-6

# ---- quasistatic limit: density at the saddle is twice a conformal derivative ----
k_small = 0.01
static = Grating(K * a_high, k_small)
t_h, f_h, _, _ = saddle(static.g)
static_saddle = abs(static.periodic_density(-1j * t_h)) / (2 * k_small)
v = [static.R(n) / (-2j * k_small) for n in range(1, 9)]
static_conformal = 2 * abs(1 - sum(2 * n * v[n - 1] * np.exp(-n * (t_h + f_h))
                                   for n in range(1, 9)))
assert abs(static_saddle - static_conformal) < 5e-3

# ---- Rayleigh series on the surface and inside the deep groove ----
bl = [low.boundary_error(n) for n in (8, 15)]
bh = [high.boundary_error(n) for n in (8, 15)]
assert bl[1] < 1e-4 and bl[1] < 0.1 * bl[0]
assert bh[1] > 5 * bh[0]
upper, lower = high.g / 2, -high.g / 2
u_up, u_lo = high.field(np.pi, upper), high.field(np.pi, lower)
e_up = [abs(high.series(np.pi, upper, n) - u_up) for n in (10, 20)]
e_lo = [abs(high.series(np.pi, lower, n) - u_lo) for n in (10, 20)]
assert e_up[1] < 1e-4 and e_up[1] < e_up[0]
assert e_lo[1] > 2 * e_lo[0]

# ---- size of neglected effects (rough optical constants of aluminium and its oxide) ----
n_al, n_ox, t_ox = 0.4 + 4.4j, 1.8, 3.0
r_bare = (1 - n_al) / (1 + n_al)
shift = np.angle(-r_bare) / (2 * k_nm)
depth = 1 / (k_nm * n_al.imag)
r01, r12 = (1 - n_ox) / (1 + n_ox), (n_ox - n_al) / (n_ox + n_al)
ph = np.exp(2j * n_ox * k_nm * t_ox)
r_coated = (r01 + r12 * ph) / (1 + r01 * r12 * ph) * np.exp(-2j * k_nm * t_ox)
g_c_harm = brentq(lambda g: saddle(g, harm)[2] + g * (1 - harm), 0.1, 1.0)

print(f"period {period:.0f} nm, wavelength {wavelength:.0f} nm, K = {K:.6f} 1/nm")
print(f"k/K = {k:.4f}")
print(f"critical K*a = {g_c:.6f}")
print(f"critical K*a measured from amplitudes = {g_measured:.5f}")
print(f"critical amplitude = {a_c:.2f} nm, peak-to-valley = {2*a_c:.2f} nm")
print(f"critical peak-to-valley / period = {2*a_c/period:.4f}")
for name, a, gr, lim in (("shallow", a_low, low, lim_low), ("deep", a_high, high, lim_high)):
    t_s, _, h_s, _ = saddle(gr.g)
    print(f"{name}: a = {a:.0f} nm, K*a = {gr.g:.4f}, saddle t = {t_s:.4f}")
    print(f"{name}: K*y_s = {h_s:.4f}, y_s = {h_s/K:.2f} nm, bottom = {-a:.0f} nm")
    print(f"{name}: rate K*(y_s+a) at the bottom = {h_s+gr.g:.4f} per order")
    print(f"{name}: |phi|/K at saddle = {abs(gr.periodic_density(-1j*t_s)):.4f}")
    print(f"{name}: R_n/asymptotic law, n=15: {abs(gr.R(15)/gr.asymptotic(15)):.4f}")
    print(f"{name}: same, extrapolated to infinite n: {abs(lim):.5f}")
    print(f"{name}: efficiency order 0 = {gr.efficiency(0):.4f}, +1 = {gr.efficiency(1):.4f}")
print(f"shallow: max boundary error, orders to 8: {bl[0]:.2e}, to 15: {bl[1]:.2e}")
print(f"deep: max boundary error, orders to 8: {bh[0]:.2e}, to 15: {bh[1]:.2e}")
print(f"deep, trough line, y = +{a_high/2:.0f} nm: true |u| = {abs(u_up):.5f}")
print(f"  series error, orders to 10: {e_up[0]:.2e}, to 20: {e_up[1]:.2e}")
print(f"deep, trough line, y = -{a_high/2:.0f} nm: true |u| = {abs(u_lo):.5f}")
print(f"  series error, orders to 10: {e_lo[0]:.2e}, to 20: {e_lo[1]:.2e}")
print(f"20 deg incidence, deep: |ratio limit| n>0 {abs(lim_plus):.5f}, n<0 {abs(lim_minus):.5f}")
print(f"continuation formula, field error = {err_path:.1e}")
print(f"quasistatic saddle density {static_saddle:.5f}, conformal value {static_conformal:.5f}")
print(f"rough Al index {n_al.real:.1f} + {n_al.imag:.1f}i: flat reflectance {abs(r_bare)**2:.3f}")
print(f"field penetration depth = {depth:.1f} nm")
print(f"equivalent shift of conducting plane = {shift:.1f} nm")
print(f"penetration depth * crest curvature, deep = {depth*a_high*K**2:.3f}")
print(f"oxide {t_ox:.0f} nm, rough index {n_ox:.1f}: |change of r| = {abs(r_coated-r_bare):.3f}")
print(f"second harmonic {100*harm:.0f} %: ratio limit at K*a = 0.5: {abs(lim_harm):.5f}")
print(f"second harmonic {100*harm:.0f} %: critical K*a = {g_c_harm:.4f}, a = {g_c_harm/K:.2f} nm")
print("all assertions hold")
```

It prints:

```
period 500 nm, wavelength 365 nm, K = 0.012566 1/nm
k/K = 1.3699
critical K*a = 0.447743
critical K*a measured from amplitudes = 0.44779
critical amplitude = 35.63 nm, peak-to-valley = 71.26 nm
critical peak-to-valley / period = 0.1425
shallow: a = 25 nm, K*a = 0.3142, saddle t = 1.8748
shallow: K*y_s = -0.8266, y_s = -65.78 nm, bottom = -25 nm
shallow: rate K*(y_s+a) at the bottom = -0.5125 per order
shallow: |phi|/K at saddle = 6.6977
shallow: R_n/asymptotic law, n=15: 0.9143
shallow: same, extrapolated to infinite n: 0.99986
shallow: efficiency order 0 = 0.7725, +1 = 0.1137
deep: a = 50 nm, K*a = 0.6283, saddle t = 1.2445
deep: K*y_s = -0.0635, y_s = -5.05 nm, bottom = -50 nm
deep: rate K*(y_s+a) at the bottom = 0.5648 per order
deep: |phi|/K at saddle = 6.7107
deep: R_n/asymptotic law, n=15: 0.9142
deep: same, extrapolated to infinite n: 0.99987
deep: efficiency order 0 = 0.3344, +1 = 0.3328
shallow: max boundary error, orders to 8: 5.31e-04, to 15: 6.53e-06
deep: max boundary error, orders to 8: 4.74e+00, to 15: 1.10e+02
deep, trough line, y = +25 nm: true |u| = 2.29880
  series error, orders to 10: 6.03e-04, to 20: 5.33e-06
deep, trough line, y = -25 nm: true |u| = 0.79738
  series error, orders to 10: 4.31e-01, to 20: 2.08e+00
20 deg incidence, deep: |ratio limit| n>0 0.99765, n<0 1.00010
continuation formula, field error = 3.2e-11
quasistatic saddle density 2.12492, conformal value 2.12507
rough Al index 0.4 + 4.4i: flat reflectance 0.925
field penetration depth = 13.2 nm
equivalent shift of conducting plane = 12.9 nm
penetration depth * crest curvature, deep = 0.104
oxide 3 nm, rough index 1.8: |change of r| = 0.014
second harmonic 5 %: ratio limit at K*a = 0.5: 0.99979
second harmonic 5 %: critical K*a = 0.3992, a = 31.77 nm
all assertions hold
```
